# From Landau-Lifshitz relaxation rate to Gilbert constant for nickel

## Question

I have a Landau-Lifshitz relaxation rate for nickel, \(\lambda=2.5\times10^{8}\ \mathrm{s^{-1}}\), and I need the dimensionless Gilbert constant \(\alpha\) for a simulation. I also have the magnetization, 490 emu/cm³, and \(g=2.18\).

I know I must divide by some precession frequency, but I don't know which one. There is no applied field in my data. If I use the magnetization as the field, I can't decide between \(M\) and \(4\pi M\), and the two answers differ by a factor of more than twelve. Would SI units give a third answer? And is \(\lambda\) the rate at which the magnetization of my film would stop ringing?

## Answer

Divide by \(\gamma M\), without the \(4\pi\). The reason lies in how \(\lambda\) is defined, so I start with the two equations of motion. The same equations show that \(\lambda\) is not, in general, the ringing rate.

### The two equations

In Gaussian units, the form of the Landau-Lifshitz equation whose parameter \(\lambda\) is a rate is

\[
\dot{\mathbf M}=-\gamma\,\mathbf M\times\mathbf H-\frac{\lambda}{M^2}\,\mathbf M\times(\mathbf M\times\mathbf H). \tag{1}
\]

Here \(\gamma=g\mu_B/\hbar\) is taken positive, and \(\mathbf H\) is the total effective field. The magnetization is uniform, with fixed length \(M\). The Gilbert equation is

\[
\dot{\mathbf M}=-\gamma_G\,\mathbf M\times\mathbf H+\frac{\alpha}{M}\,\mathbf M\times\dot{\mathbf M}. \tag{2}
\]

I give its gyromagnetic ratio a separate symbol, because the two ratios turn out to differ slightly.

To compare them, remove \(\dot{\mathbf M}\) from the right side of (2). Both terms there are perpendicular to \(\mathbf M\), so \(\mathbf M\cdot\dot{\mathbf M}=0\). The rule \(\mathbf a\times(\mathbf b\times\mathbf c)=\mathbf b(\mathbf a\cdot\mathbf c)-\mathbf c(\mathbf a\cdot\mathbf b)\) then gives

\[
\mathbf M\times(\mathbf M\times\dot{\mathbf M})=\mathbf M(\mathbf M\cdot\dot{\mathbf M})-M^2\dot{\mathbf M}=-M^2\dot{\mathbf M}.
\]

Now take \(\mathbf M\times\) of equation (2) and use this result in its last term:

\[
\mathbf M\times\dot{\mathbf M}=-\gamma_G\,\mathbf M\times(\mathbf M\times\mathbf H)-\alpha M\,\dot{\mathbf M}.
\]

Put this back into (2):

\[
\dot{\mathbf M}=-\gamma_G\,\mathbf M\times\mathbf H-\frac{\alpha\gamma_G}{M}\,\mathbf M\times(\mathbf M\times\mathbf H)-\alpha^2\dot{\mathbf M}.
\]

Move the last term to the left and divide by \(1+\alpha^2\):

\[
\dot{\mathbf M}=-\frac{\gamma_G}{1+\alpha^2}\,\mathbf M\times\mathbf H-\frac{\alpha\gamma_G}{(1+\alpha^2)M}\,\mathbf M\times(\mathbf M\times\mathbf H).
\]

This has the form of (1). The first terms agree if \(\gamma=\gamma_G/(1+\alpha^2)\). The second terms agree if \(\lambda/M^2=\alpha\gamma/M\), so

\[
\boxed{\;\alpha=\frac{\lambda}{\gamma M}\;},\qquad \gamma_G=\gamma(1+\alpha^2). \tag{3}
\]

No small-damping approximation was made. The applied field has dropped out, which is why your data need not contain one.

### The numbers

The \(g\) factor gives \(\gamma=g\mu_B/\hbar=1.917\times10^{11}\) rad/(s T). A field of 1 Oe corresponds to \(10^{-4}\) T in vacuum, so

\[
\gamma=1.917\times10^{7}\ \mathrm{rad/(s\,Oe)}.
\]

In Gaussian units \(B=H+4\pi M\), and \(4\pi\) is a pure number. Hence \(M\) in emu/cm³ has the same dimension as \(H\) in Oe, and \(\gamma M\) is a rate:

\[
\gamma M=(1.917\times10^{7})(490)\ \mathrm{s^{-1}}=9.394\times10^{9}\ \mathrm{s^{-1}},
\]

\[
\alpha=\frac{2.5\times10^{8}}{9.394\times10^{9}}=0.0266\approx0.027.
\]

If 2.5 stands for anything between 2.45 and 2.55, with \(M\) and \(g\) held fixed, \(\alpha\) lies between 0.0261 and 0.0271. Two digits are all that the input supports.

With \(4\pi M\) in the denominator you would get 0.0021. That is wrong for equation (1), where the prefactor contains \(M\) itself.

### Does SI give something else?

It changes \(\lambda\), but not \(\alpha\). With \(M\) and \(H\) in A/m, the corresponding equation is

\[
\dot{\mathbf M}=-\gamma\mu_0\,\mathbf M\times\mathbf H-\frac{\lambda_{SI}}{M^2}\,\mathbf M\times(\mathbf M\times\mathbf H).
\]

The damping term scales as \(\lambda H\), since the powers of \(M\) cancel. The numerical value of \(\dot M\) grows by \(10^3\) on going from emu/cm³ to A/m, while that of \(H\) grows by \(10^3/4\pi\) on going from Oe to A/m. The same motion therefore requires

\[
\lambda_{SI}\,\frac{10^3}{4\pi}=10^3\lambda
\quad\Rightarrow\quad
\lambda_{SI}=4\pi\lambda=3.142\times10^{9}\ \mathrm{s^{-1}}.
\]

The precession rate to divide by is now \(\gamma\mu_0M=1.180\times10^{11}\ \mathrm{s^{-1}}\), also larger by \(4\pi\), and the quotient is again 0.0266. Both values of \(\lambda\) are in s⁻¹, so the unit alone does not reveal which equation a quoted value belongs to. With \(M\) given in emu/cm³ I read yours as Gaussian. Read as \(\lambda_{SI}\), the same number would give \(\alpha=0.0021\), about ten times below the usual range for nickel.

### Which gyromagnetic ratio does g fix?

I assumed that \(g\) fixes \(\gamma\) in (1). If it fixes \(\gamma_G\) in (2) instead, define \(a=\lambda/(\gamma_GM)\). Then \(\lambda=\alpha\gamma_GM/(1+\alpha^2)\) gives

\[
a=\frac{\alpha}{1+\alpha^2}
\quad\Rightarrow\quad
a\alpha^2-\alpha+a=0
\quad\Rightarrow\quad
\alpha=\frac{1-\sqrt{1-4a^2}}{2a}=\frac{2a}{1+\sqrt{1-4a^2}}.
\]

The last form follows on multiplying top and bottom by \(1+\sqrt{1-4a^2}\). I chose the root that vanishes with \(a\). The product of the roots is 1, so the other one is about 38, which describes extremely heavy damping.

For your numbers the change in \(\alpha\) is \(1.9\times10^{-5}\), far below the rounding of \(\lambda\). For strong damping the choice matters: at fixed \(\gamma_G\), \(\lambda\) reaches its maximum \(\gamma_GM/2\) at \(\alpha=1\), and a larger \(\lambda\) has no real solution. At fixed \(\gamma\), equation (3) has no such ceiling.

### What α and λ measure

Take a uniform field \(H\) along \(z\), with no demagnetizing field or anisotropy. Let \(\theta\) be the angle between \(\mathbf M\) and the field, and \(\phi\) the azimuth. The precession term of (1) gives

\[
\dot M_x=-\gamma HM_y,\qquad \dot M_y=\gamma HM_x,
\]

which is a rotation with \(\dot\phi=\gamma H\). The damping term lies in the plane of \(\mathbf M\) and \(\mathbf H\), so it changes \(\theta\) but not \(\phi\). Its \(z\) component follows from

\[
[\mathbf M\times(\mathbf M\times\mathbf H)]_z=M_z(M_zH)-M^2H=-M^2H\sin^2\theta,
\]

so \(\dot M_z=\lambda H\sin^2\theta\). Since \(M_z=M\cos\theta\), we also have \(\dot M_z=-M\sin\theta\,\dot\theta\), and therefore

\[
\dot\theta=-\frac{\lambda H}{M}\sin\theta.
\]

The derivative of \(\ln\tan(\theta/2)\) with respect to \(\theta\) is \(1/\sin\theta\). Hence

\[
\frac{d}{dt}\ln\tan\frac{\theta}{2}=-\frac{\lambda H}{M},
\qquad
\frac{d}{d\phi}\ln\tan\frac{\theta}{2}=-\frac{\lambda}{\gamma M}=-\alpha. \tag{4}
\]

So \(\alpha\) is the logarithmic loss per radian of precession. In one full turn \(\tan(\theta/2)\) shrinks by the factor \(e^{-2\pi\alpha}=0.85\). For small angles \(\tan(\theta/2)\approx\theta/2\), and this is the loss of transverse amplitude.

The decay rate in time is \(\lambda H/M\). It equals \(\lambda\) when \(H\) in Oe has the same numerical value as \(M\) in emu/cm³, here 490 Oe. In 1000 Oe it is

\[
\frac{(2.5\times10^{8})(1000)}{490}\ \mathrm{s^{-1}}=5.10\times10^{8}\ \mathrm{s^{-1}},
\]

a decay time of 1.96 ns. As a test, equation (1) was integrated numerically for 2 ns in this field, starting at \(\theta=60^\circ\). The trajectory gave \(\alpha=0.02661\) and a decay rate of \(5.102\times10^{8}\ \mathrm{s^{-1}}\), in agreement with (4).

### Ringing and linewidth in your film

A thin film has a demagnetizing field, which changes the ringing rate. Let the static field \(H\) and the equilibrium magnetization lie in the plane along \(x\), with the film normal along \(z\). Add a weak driving field \(h\) along \(y\), and leave out crystal anisotropy. Then

\[
\mathbf M=(M,m_y,m_z),\qquad \mathbf H_{\rm eff}=(H,\,h,\,-4\pi m_z).
\]

Write \(B=H+4\pi M\). To first order in the small quantities,

\[
(\mathbf M\times\mathbf H_{\rm eff})_y=m_zH+4\pi Mm_z=Bm_z,\qquad
(\mathbf M\times\mathbf H_{\rm eff})_z=Mh-Hm_y.
\]

For the double product, \(\mathbf M\cdot\mathbf H_{\rm eff}=MH\) to this order, so its \(y\) component is \(MHm_y-M^2h\) and its \(z\) component is \(MHm_z+4\pi M^2m_z=MBm_z\). With \(\lambda/M=\alpha\gamma\), equation (1) becomes

\[
\begin{aligned}
\dot m_y&=-\gamma Bm_z-\alpha\gamma Hm_y+\alpha\gamma Mh,\\
\dot m_z&=\gamma Hm_y-\alpha\gamma Bm_z-\gamma Mh.
\end{aligned} \tag{5}
\]

**Free ringing.** Set \(h=0\) and try \(e^{st}\). A nonzero solution needs \((s+\alpha\gamma H)(s+\alpha\gamma B)+\gamma^2HB=0\), or

\[
s^2+\alpha\gamma(H+B)s+(1+\alpha^2)\gamma^2HB=0.
\]

When the roots are complex, their real part is minus half the coefficient of \(s\). The amplitude then decays at the rate

\[
\Gamma=\frac{\alpha\gamma(H+B)}{2}=\frac{\lambda(2H+4\pi M)}{2M}. \tag{6}
\]

The roots are complex if \(\alpha^2(H+B)^2<4(1+\alpha^2)HB\). Subtracting \(4\alpha^2HB\) from both sides turns this into \(\alpha\,4\pi M<2\sqrt{HB}\). With your numbers it holds above roughly 1 Oe in this model, although a real film may not stay uniformly magnetized in so weak a field. In fields above that limit but much smaller than \(2\pi M\), \(\Gamma\) approaches \(2\pi\lambda\). In fields much larger than \(2\pi M\), it approaches the uniform-field result \(\lambda H/M\).

**Driven resonance.** For a drive \(e^{i\omega t}\), replace the time derivatives in (5) by \(i\omega\) and eliminate \(m_z\):

\[
\frac{m_y}{h}=\frac{\gamma M\,[(1+\alpha^2)\gamma B+i\alpha\omega]}{(1+\alpha^2)\gamma^2HB-\omega^2+i\alpha\gamma\omega(H+B)}.
\]

To leading order in \(\alpha\), drop \(\alpha^2\) throughout and \(i\alpha\omega\) in the numerator. The real part of the denominator vanishes at

\[
H_r(H_r+4\pi M)=\left(\frac{\omega}{\gamma}\right)^2
\;\Rightarrow\;
H_r=-2\pi M+\sqrt{(2\pi M)^2+(\omega/\gamma)^2}.
\]

Near \(H_r\), the derivative of \(H(H+4\pi M)\) is \(2H_r+4\pi M\). The damping term contains the same factor, because \(H+B=2H+4\pi M\). The denominator is therefore approximately

\[
\gamma^2(2H_r+4\pi M)\left[(H-H_r)+i\,\frac{\alpha\omega}{\gamma}\right].
\]

The absorption, \(-\mathrm{Im}(m_y/h)\), is a Lorentzian that falls to half its peak at \(H-H_r=\pm\alpha\omega/\gamma\). Its full width at half maximum is

\[
\Delta H=\frac{2\alpha\omega}{\gamma}. \tag{7}
\]

At 10 GHz, \(\omega/\gamma=3277\) Oe, and your magnetization gives \(4\pi M=6158\) G. Then

\[
H_r=-3079+\sqrt{3079^2+3277^2}=1418\ \mathrm{Oe},
\]

\[
\Delta H=2(0.02661)(3277)=174\ \mathrm{Oe}.
\]

A numerical absorption curve from the linearized equation, with all powers of \(\alpha\) kept, peaks at 1416 Oe and has a width of 174 Oe. The peak lies 1.7 Oe below the leading-order formula, about 1% of the linewidth.

At the resonance field, (6) gives

\[
\Gamma=\frac{(2.5\times10^{8})(2\times1418+6158)}{2\times490}\ \mathrm{s^{-1}}=2.29\times10^{9}\ \mathrm{s^{-1}},
\]

or a ring-down time of 0.44 ns. This is about nine times faster than \(\lambda\) itself would suggest. The \(4\pi M\) you were wondering about belongs here, in the film's effective field, and not in the conversion to \(\alpha\).

### How far to trust the value for a real film

A damping constant of a few hundredths is in the usual rough range for nickel near room temperature, and your \(M\) and \(g\) are ordinary values for it. I take a bare film 50 nm thick. Neighbouring metal layers can carry away spin current and add damping, which is not included here. Three other effects can be sized.

**Inhomogeneity.** If \(\lambda\) came from a single linewidth, part of that width may be a spread of local resonance fields. Widths add directly if the spread is Lorentzian; a Gaussian spread of the same width adds less. Suppose the addition to (7) is a frequency-independent 20 Oe, a rough assumed value. Reading it as damping adds

\[
\frac{\gamma\,\Delta H_0}{2\omega}=\frac{20}{2\times3277}=0.0031
\]

to the apparent \(\alpha\), or 11% of your value. With the values assumed here, this is the largest of the three. Within this additive model, measuring the width at several frequencies separates the two parts: the slope against \(\omega\) is \(2\alpha/\gamma\), and the intercept is \(\Delta H_0\).

**Temperature.** A warm device has a smaller \(M\). In spin-1/2 mean-field theory the reduced magnetization obeys \(m=\tanh(mT_C/T)\). With a rough Curie temperature of 630 K, \(M\) at 358 K is about 0.96 of its value at 300 K. If \(\lambda\) stays fixed, which is an assumption, \(\alpha\) rises to about \(0.0266/0.96=0.028\), an increase of about 4%.

**Eddy currents.** Nickel conducts, so a changing \(m_y\) drives currents that oppose it. Work in SI, with \(z\) measured from the middle of a film of thickness \(d\) and conductivity \(\sigma\). For a film thin enough that \(m_y\) is uniform across it and the induced field is much smaller than \(m_y\), Faraday's law gives \(\partial_zE_x=-\mu_0\dot m_y\). With no net current, \(E_x=-\mu_0\dot m_yz\). Ampère's law, \(-\partial_zh_y=\sigma E_x\), with \(h_y=0\) at both surfaces, then gives

\[
h_y=-\frac{\mu_0\sigma\dot m_y}{2}\left(\frac{d^2}{4}-z^2\right),
\qquad
\langle h_y\rangle=-\frac{\mu_0\sigma d^2}{12}\,\dot m_y,
\]

because the average of \(z^2\) is \(d^2/12\). The Gilbert term in (2) acts like a field \(-\alpha\dot{\mathbf M}/(\gamma\mu_0M)\), where the difference between \(\gamma\) and \(\gamma_G\) is negligible. Comparing the two,

\[
\alpha_{\rm eddy}=\gamma\mu_0M\,\frac{\mu_0\sigma d^2}{12}=3.1\times10^{-4}
\]

for 50 nm and a rough resistivity of 10 µΩ cm. A numerical solution for the field inside the film at 10 GHz, with the induced field retained and \(m_y\) held uniform, gives the same value. It is 1.2% of your \(\alpha\), and an upper bound on the effective addition, since this damping acts on the in-plane component alone. In the linewidth it enters with the weight \(B/(H+B)\approx0.84\), which leaves about \(2.6\times10^{-4}\). It grows as \(d^2\) only while \(m_y\) stays uniform, so at 100 nm it would be four times larger. Uniformity requires a film thinner than about the skin depth at resonance, which the large susceptibility (\(|m_y/h|\approx60\) in SI) shortens from the non-magnetic 1.6 µm to roughly 200 nm at 10 GHz. In thicker films the formula overestimates the effect, even though the induced field is still small compared with \(m_y\).

For the simulation, enter \(\alpha=0.027\). If the program uses the Gilbert form, the matching \(\gamma_G\) exceeds \(\gamma\) by 0.07%, which you can ignore at this precision. Before relying on the second digit, find out whether the source of \(\lambda\) separated inhomogeneous broadening from damping. The remaining digits are in the numerical output below.

## Numbers as computed

```
lambda = 2.50e+08 1/s
M = 490 emu/cm^3
g = 2.18
gamma = 1.9171e+07 rad/(s Oe)
gamma M = 9.3939e+09 1/s
alpha = lambda/(gamma M) = 0.02661
alpha for lambda 2.45e8 1/s = 0.02608
alpha for lambda 2.55e8 1/s = 0.02715
alpha if g fixes gamma_G = 0.02663
difference of conventions = 1.89e-05
gamma_G/gamma - 1 = alpha^2 = 7.08e-04
alpha read from trajectory = 0.02661
SI: M = 4.900e+05 A/m
SI: lambda_SI = 3.1416e+09 1/s
SI: gamma mu0 M = 1.1805e+11 1/s
SI: alpha = 0.02661
mistaken alpha with 4 pi M = 0.00212
uniform field H = 1000 Oe
decay rate lambda H/M = 5.102e+08 1/s
decay rate from trajectory = 5.102e+08 1/s
decay time in uniform field = 1.960 ns
film: frequency = 10.0 GHz
film: 4 pi M = 6158 G
film: omega/gamma = 3277 Oe
film: resonance field, formula = 1417.9 Oe
film: resonance field, numerical = 1416.2 Oe
film: full width, formula = 174.4 Oe
film: full width, numerical = 174.3 Oe
film: ring-down rate = 2.294e+09 1/s
film: ring-down time = 0.436 ns
eddy: thickness = 50 nm
eddy: resistivity = 10 uohm cm
eddy: alpha_eddy, formula = 3.090e-04
eddy: alpha_eddy, numerical = 3.090e-04
eddy: share of alpha = 1.16 %
heat: Curie temperature = 630 K
heat: from 300 K to 358 K
heat: M ratio hot/room = 0.9586
heat: alpha at fixed lambda = 0.02776
heat: change of alpha = 4.3 %
broadening: extra width = 20 Oe
broadening: false alpha = 0.00305
broadening: share of alpha = 11.5 %
```
